# Emission rate at a DLTS peak from two boxcar sampling times: a numerical check

```python
# Result under test: a two-point boxcar signal S(T) = C(t2) - C(t1) from a trap
# with exponential emission peaks, as temperature varies, where the emission rate is
#     e = ln(t2/t1) / (t2 - t1),   693 per second for t1 = 1 ms, t2 = 2 ms.
# Symbols: E trap depth, sigma capture cross-section, m effective mass,
# kT thermal energy, r = filled trap density / doping density,
# p = exponent of a temperature-dependent transient amplitude T**p.
# Emission law (atomic units): e = (2/pi^2) sigma m (kT)^2 exp(-E/kT).
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

HARTREE_EV = pc["Hartree energy in eV"][0]
BOHR_ANGSTROM = pc["Bohr radius"][0] * 1e10
TIME_AU_S = pc["atomic unit of time"][0]
K_EV = pc["Boltzmann constant in eV/K"][0]


def emission_rate(kT_ev, trap):
    """Emission rate in 1/s; trap = (E in eV, sigma in angstrom^2, m)."""
    depth, sigma, mass = trap
    kT = kT_ev / HARTREE_EV
    sigma_au = sigma / BOHR_ANGSTROM**2
    rate_au = 2 / np.pi**2 * sigma_au * mass * kT**2 * np.exp(-depth / kT_ev)
    return rate_au / TIME_AU_S


def boxcar(rate, t1, t2):
    """exp(-rate t1) - exp(-rate t2), arranged to avoid cancellation."""
    return np.exp(-rate * t1) * -np.expm1(-rate * (t2 - t1))


def find_peak(trap, t1, t2, p=0.0):
    """Locate the signal maximum in kT (eV) by scan and refinement."""
    def signal(kT):
        return (kT / 0.025)**p * boxcar(emission_rate(kT, trap), t1, t2)
    grid = np.linspace(trap[0] / 30, trap[0] / 10, 2001)
    values = signal(grid)
    slopes = np.diff(values)
    signs = np.sign(slopes[slopes != 0])
    assert np.count_nonzero(np.diff(signs)) == 1, "more than one extremum"
    i = int(np.argmax(values))
    found = minimize_scalar(lambda kT: -signal(kT), method="bounded",
                            bounds=(grid[i - 1], grid[i + 1]),
                            options={"xatol": 1e-12})
    return found.x


t1, t2 = 1e-3, 2e-3
trap_a = (0.40, 10.0, 0.1)
trap_b = (0.60, 1.0, 0.5)
formula_rate = np.log(t2 / t1) / (t2 - t1)

# Peak position found numerically, for two traps and several sampling pairs.
for trap in (trap_a, trap_b):
    for ta, tb in ((1e-3, 2e-3), (1e-3, 5e-3), (2e-3, 3e-3)):
        rate = emission_rate(find_peak(trap, ta, tb), trap)
        assert abs(rate * (tb - ta) / np.log(tb / ta) - 1) < 1e-5
kT_a = find_peak(trap_a, t1, t2)
kT_b = find_peak(trap_b, t1, t2)
rate_a = emission_rate(kT_a, trap_a)
rate_b = emission_rate(kT_b, trap_b)

# Emission law against the momentum integral of speed times Boltzmann factor.
kT_au = kT_a / HARTREE_EV
mass = trap_a[2]
k_thermal = np.sqrt(mass * kT_au)
flux = quad(lambda x: 2 * 4 * np.pi * (x * k_thermal)**2 / (2 * np.pi)**3
            * (x * k_thermal / mass) * np.exp(-x**2 / 2) * k_thermal,
            0, 40, points=[1, 3, 8])[0]
rate_quad = (flux * trap_a[1] / BOHR_ANGSTROM**2
             * np.exp(-trap_a[0] / kT_a) / TIME_AU_S)
assert abs(rate_quad / rate_a - 1) < 1e-7

# Logarithmic temperature slope of the emission rate by finite difference.
step = 1e-4
slope_fd = (np.log(emission_rate(kT_a * np.exp(step), trap_a))
            - np.log(emission_rate(kT_a * np.exp(-step), trap_a))) / (2 * step)
slope = 2 + trap_a[0] / kT_a
assert abs(slope_fd / slope - 1) < 1e-6

# Trapped fractions at the sampling times from the integrated rate equation.
run = solve_ivp(lambda t, n: -rate_a * n, (0, t2), [1.0], t_eval=[t1, t2],
                rtol=1e-10, atol=1e-12)
left1, left2 = run.y[0]
assert abs(left1 - 0.5) < 1e-5 and abs(left2 - 0.25) < 1e-5

# Depletion capacitance: dQ/dV with V from integrating the field (atomic units).
charge, kappa, width = 1e-8, 10.0, 5000.0


def band_bending(w):
    return quad(lambda x: 4 * np.pi * charge * (w - x) / kappa, 0, w)[0]


dw = 1.0
cap_fd = 2 * dw * charge / (band_bending(width + dw) - band_bending(width - dw))
cap_formula = np.sqrt(kappa * charge / (8 * np.pi * band_bending(width)))
assert abs(cap_fd / cap_formula - 1) < 1e-7

# Correction 1: amplitude proportional to T**p moves the rate at the peak.
p_small = -0.1
rate_small = emission_rate(find_peak(trap_a, t1, t2, p_small), trap_a)
predicted = p_small / (2 * np.log(2)**2 * slope)
assert abs(np.log(rate_small / formula_rate) / predicted - 1) < 0.02
kT_p = find_peak(trap_a, t1, t2, -1.0)
rate_p = emission_rate(kT_p, trap_a)
first_order_p = formula_rate * np.exp(-1 / (2 * np.log(2)**2 * slope))

# Correction 2: full square-root capacitance with a finite trap density.
def peak_rate_dense(r):
    def negative_signal(rate):
        return -(np.sqrt(1 - r * np.exp(-rate * t2))
                 - np.sqrt(1 - r * np.exp(-rate * t1))) / r
    return minimize_scalar(negative_signal, bounds=(300, 1200),
                           method="bounded", options={"xatol": 1e-7}).x


r_small, r_large = 0.01, 0.1
dense_small, dense_large = peak_rate_dense(r_small), peak_rate_dense(r_large)
shift_small = dense_small - formula_rate
assert abs(shift_small / (-r_small / (8 * t1)) - 1) < 0.03

# Heights at half and double the peak rate must be lower.
h_peak = left1 - left2
h_half = boxcar(rate_a / 2, t1, t2)
h_double = boxcar(2 * rate_a, t1, t2)
assert h_half < h_peak and h_double < h_peak

print(f"Sampling times t1, t2: {t1*1e3:.1f}, {t2*1e3:.1f} ms")
print(f"ln(t2/t1): {np.log(t2/t1):.6f} (no unit)")
print(f"Peak emission rate, formula: {formula_rate:.3f} per second")
print(f"Peak emission rate, formula: {formula_rate*TIME_AU_S:.4e} atomic units")
print(f"Emission time constant at peak: {1e3/formula_rate:.4f} ms")
print(f"Trapped fraction at t1: {left1:.4f} (no unit)")
print(f"Trapped fraction at t2: {left2:.4f} (no unit)")
print(f"Signal h at peak rate: {h_peak:.4f} (no unit)")
print(f"Signal h at half the peak rate: {h_half:.4f} (no unit)")
print(f"Signal h at double the peak rate: {h_double:.4f} (no unit)")
for name, trap, kT, rate in (("A", trap_a, kT_a, rate_a),
                             ("B", trap_b, kT_b, rate_b)):
    print(f"Trap {name} depth: {trap[0]:.2f} eV")
    print(f"Trap {name} cross-section: {trap[1]:.1f} angstrom^2")
    print(f"Trap {name} effective mass: {trap[2]:.1f} electron masses")
    print(f"Trap {name} thermal energy at peak: {kT:.6f} eV")
    print(f"Trap {name} temperature at peak: {kT/K_EV:.2f} K")
    print(f"Trap {name} emission rate at scanned peak: {rate:.3f} per second")
print(f"Trap A slope d ln e / d ln T at peak: {slope:.3f} (no unit)")
print(f"Trap A peak rate, amplitude as 1/T, scanned: {rate_p:.1f} per second")
print(f"Same, first-order estimate: {first_order_p:.1f} per second")
print(f"Trap A peak temperature, amplitude as 1/T: {kT_p/K_EV:.2f} K")
print(f"Peak rate at trap/doping ratio {r_small}: {dense_small:.2f} per second")
print(f"Shift at ratio {r_small}: {shift_small:.3f} per second")
print(f"First-order shift at ratio {r_small}: {-r_small/(8*t1):.3f} per second")
print(f"Peak rate at trap/doping ratio {r_large}: {dense_large:.2f} per second")
print("success")
```

Output:

```
Sampling times t1, t2: 1.0, 2.0 ms
ln(t2/t1): 0.693147 (no unit)
Peak emission rate, formula: 693.147 per second
Peak emission rate, formula: 1.6766e-14 atomic units
Emission time constant at peak: 1.4427 ms
Trapped fraction at t1: 0.5000 (no unit)
Trapped fraction at t2: 0.2500 (no unit)
Signal h at peak rate: 0.2500 (no unit)
Signal h at half the peak rate: 0.2071 (no unit)
Signal h at double the peak rate: 0.1875 (no unit)
Trap A depth: 0.40 eV
Trap A cross-section: 10.0 angstrom^2
Trap A effective mass: 0.1 electron masses
Trap A thermal energy at peak: 0.023176 eV
Trap A temperature at peak: 268.94 K
Trap A emission rate at scanned peak: 693.147 per second
Trap B depth: 0.60 eV
Trap B cross-section: 1.0 angstrom^2
Trap B effective mass: 0.5 electron masses
Trap B thermal energy at peak: 0.034552 eV
Trap B temperature at peak: 400.96 K
Trap B emission rate at scanned peak: 693.147 per second
Trap A slope d ln e / d ln T at peak: 19.259 (no unit)
Trap A peak rate, amplitude as 1/T, scanned: 655.9 per second
Same, first-order estimate: 656.7 per second
Trap A peak temperature, amplitude as 1/T: 268.17 K
Peak rate at trap/doping ratio 0.01: 691.89 per second
Shift at ratio 0.01: -1.255 per second
First-order shift at ratio 0.01: -1.250 per second
Peak rate at trap/doping ratio 0.1: 680.15 per second
success
```
